# Boltzmann scaling and Matano's concentration-dependent interdiffusivity: verification in Python

```python
# Result under test: for u_t = (D(u) u_x)_x with an initial step from 1 to 0,
#   D(u) = -(1/(2t)) (dx/du) integral_0^u (x - x_M) dv,
# where integral_0^1 (x - x_M) dv = 0 fixes the Matano plane x_M.
# u: scaled composition; x: position (um); t: time (s); D: um^2/s.
# The forward problem is solved in x and t, without the similarity variable.
import numpy as np
import sympy as sp
from scipy.constants import hour, micro
from scipy.integrate import solve_ivp, cumulative_trapezoid, trapezoid, quad
from scipy.optimize import brentq
from scipy.special import erfc, erfcinv


def area_from_right(x, u, origin):
    """Integral of (x-origin) over composition, from the right end."""
    return cumulative_trapezoid((x - origin)[::-1], u[::-1], initial=0)[::-1]


def plane_from_profile(x, u):
    return trapezoid(x, u) / (u[-1] - u[0])


def at_composition(target, values, u):
    return np.interp(target, u[::-1], values[::-1])


# Forward finite-volume calculation
D_right, exponent = 1.0e-3, 2.0
time = 100 * hour
cell, length, initial_interface = 0.5, 800.0, 500.0
x = np.arange(cell / 2, length, cell)


def diffusivity(u):
    return D_right * np.exp(exponent * u)


def rate(t, u):
    flux = np.zeros(len(u) + 1)
    flux[1:-1] = -diffusivity((u[1:] + u[:-1]) / 2) * np.diff(u) / cell
    return -np.diff(flux) / cell


start = np.where(x < initial_interface, 1.0, 0.0)
solution = solve_ivp(rate, (0, time), start, method="LSODA",
                     t_eval=[time / 4, time], rtol=1e-7, atol=1e-10,
                     lband=1, uband=1)
assert solution.success
u_early, u = solution.y[:, 0], solution.y[:, 1]

print(f"time = {time/hour:.0f} h = {time:.0f} s")
print(f"D at u=0: {D_right:.5f} um^2/s; exponent = {exponent:.1f}")
print(f"D at u=1: {diffusivity(1.0):.5f} um^2/s")
print(f"cell width = {cell:.2f} um; domain length = {length:.0f} um")
print(f"initial interface = {initial_interface:.2f} um")

# Matano analysis of the final profile
plane = plane_from_profile(x, u)
assert abs(plane - initial_interface) < 0.01
slope = np.gradient(u, x)
area = area_from_right(x, u, plane)
inside = (u > 0.02) & (u < 0.98)
D_inferred = -area[inside] / (2 * time * slope[inside])
worst = np.max(np.abs(D_inferred / diffusivity(u[inside]) - 1))
# The tolerance covers second-order errors of the grid and the slope.
assert worst < 3e-3
print(f"Matano plane from profile = {plane:.3f} um")
print("u | x-x_M (um) | du/dx (1/um) | area (um) | D Matano | D input (um^2/s)")
for target in (0.1, 0.3, 0.5, 0.7, 0.9):
    position = at_composition(target, x - plane, u)
    g = at_composition(target, slope, u)
    a = at_composition(target, area, u)
    D_here = -a / (2 * time * g)
    assert abs(D_here / diffusivity(target) - 1) < 3e-3
    print(f"{target:.1f} | {position:.3f} | {g:.6f} | {a:.4f} | "
          f"{D_here:.6f} | {diffusivity(target):.6f}")
    if target == 0.5:
        D_middle = D_here
print(f"D Matano at u=0.5 = {D_middle*micro**2:.4e} m^2/s")
print(f"largest relative error for 0.02<u<0.98 = {worst:.2e}")

# Square-root scaling between two times
print("u | x-x_0 at t/4 (um) | x-x_0 at t (um)")
for target in (0.1, 0.5, 0.9):
    early = at_composition(target, x - initial_interface, u_early)
    late = at_composition(target, x - initial_interface, u)
    # The sharp initial step is resolved only to a fraction of one cell.
    assert abs(late - 2 * early) < 0.1
    print(f"{target:.1f} | {early:.3f} | {late:.3f}")

# Composition, flux and amount transferred at the initial interface
right = int(round(initial_interface / cell))
u_plane = (u[right - 1] + u[right]) / 2
u_plane_early = (u_early[right - 1] + u_early[right]) / 2
flux_plane = -diffusivity(u_plane) * (u[right] - u[right - 1]) / cell
gain = cell * np.sum(u[right:])
loss = cell * np.sum(1 - u[:right])
all_flux = -diffusivity((u[1:] + u[:-1]) / 2) * np.diff(u) / cell
peak_position = x[np.argmax(all_flux)] + cell / 2
assert abs(gain - loss) < 0.01
assert abs(gain / (2 * time * flux_plane) - 1) < 2e-3
assert abs(u_plane - u_plane_early) < 1e-3
assert abs(peak_position - initial_interface) <= 2 * cell
print(f"u at plane: {u_plane_early:.5f} at t/4, {u_plane:.5f} at t")
print(f"gain on right = {gain:.4f} um; loss on left = {loss:.4f} um")
print(f"flux at plane = {flux_plane:.5e} um/s")
print(f"2 t times flux = {2*time*flux_plane:.4f} um")
print(f"position of largest flux = {peak_position:.2f} um")

# Misplaced origin and plane-free evaluation
offset, target = 5.0, 0.5
shifted = area_from_right(x, u, plane + offset)
g = at_composition(target, slope, u)
a = at_composition(target, shifted, u)
D_from_right = -a / (2 * time * g)
D_from_left = (shifted[0] - a) / (2 * time * g)
predicted_right = diffusivity(target) - offset * target / (2 * time * abs(g))
predicted_left = diffusivity(target) + offset * (1-target) / (2*time*abs(g))
assert abs(D_from_right / predicted_right - 1) < 4e-3
assert abs(D_from_left / predicted_left - 1) < 4e-3
tail = cumulative_trapezoid(u[::-1], dx=cell, initial=0)[::-1]
deficit = cumulative_trapezoid(1 - u, dx=cell, initial=0)
D_plane_free = ((1-u)*tail + u*deficit)[inside] / (2*time*np.abs(slope[inside]))
assert np.max(np.abs(D_plane_free / diffusivity(u[inside]) - 1)) < 3e-3
D_free_middle = at_composition(target, D_plane_free, u[inside])
print(f"origin error = {offset:.1f} um, at u={target:.1f}:")
print(f"D from right = {D_from_right:.6f} um^2/s")
print(f"D from left = {D_from_left:.6f} um^2/s")
print(f"D plane-free = {D_free_middle:.6f} um^2/s")

# Logistic profile: substitute its inferred D into the original equation
X, T, S, V = sp.symbols("X T S V", positive=True)
logistic = 1 / (1 + sp.exp(X / (S * sp.sqrt(T))))
D_log = S**2 * (-V*sp.log(V) - (1-V)*sp.log(1-V)) / (2*V*(1-V))
time_change = sp.diff(logistic, T)
space_change = sp.diff(D_log.subs(V, logistic) * sp.diff(logistic, X), X)
for point in ((1, 2), (3, 1), (-4, 3)):
    values = {X: point[0], T: point[1], S: 2}
    lhs = sp.N(time_change.subs(values), 40)
    rhs = sp.N(space_change.subs(values), 40)
    assert abs(lhs - rhs) < sp.Float("1e-25") * abs(lhs)
print("logistic profile: u | D/s^2 | small-u form (dimensionless)")
for power in (2, 4):
    value = sp.Rational(1, 10**power)
    full = float(sp.N(D_log.subs({V: value, S: 1}), 30))
    small = 0.5 * (1 + np.log(10.0**power))
    assert abs(full / small - 1) < 10 * float(value)
    print(f"{float(value):.4f} | {full:.5f} | {small:.5f}")
middle_log = float(D_log.subs({V: sp.Rational(1, 2), S: 1}))
print(f"logistic D/s^2 at u=0.5 = {middle_log:.5f}")

# Smeared initial interface: convolution with the diffusion kernel
D_constant, smear = 1.0e-3, 10.0
xs = np.arange(-200.0, 200.1, 0.5)
ys = np.arange(-500.0, 300.1, 0.5)
initial = erfc(ys / (smear * np.sqrt(2))) / 2
kernel = np.exp(-(xs[:, None] - ys[None, :])**2 / (4*D_constant*time))
kernel /= np.sqrt(4 * np.pi * D_constant * time)
us = kernel @ initial * 0.5
area_s = area_from_right(xs, us, plane_from_profile(xs, us))
select = (us > 0.1) & (us < 0.9)
D_smeared = -area_s[select] / (2 * time * np.gradient(us, xs)[select])
D_expected = D_constant + smear**2 / (2 * time)
assert np.max(np.abs(D_smeared / D_expected - 1)) < 2e-3
print(f"smeared step: width = {smear:.1f} um, true D = {D_constant:.6f} um^2/s")
print(f"inferred D at u=0.5 = {at_composition(0.5, D_smeared, us[select]):.6f}"
      f" um^2/s; formula = {D_expected:.6f} um^2/s")

# Two phases: flux balance fixes the boundary, then Matano recovers each D
D_a, D_b, u_a, u_b = 4.0e-3, 1.0e-3, 0.7, 0.2


def flux_imbalance(k):
    za, zb = k / (2*np.sqrt(D_a)), k / (2*np.sqrt(D_b))
    qa = (1-u_a) * np.sqrt(D_a/np.pi) * np.exp(-za**2) / erfc(-za)
    qb = u_b * np.sqrt(D_b/np.pi) * np.exp(-zb**2) / erfc(zb)
    return (u_a-u_b) * k / 2 - qa + qb


k = brentq(flux_imbalance, -0.1, 0.1, xtol=1e-14)
root_time = np.sqrt(time)


def x_left(v):
    scale = erfc(-k / (2*np.sqrt(D_a))) / (1-u_a)
    return -2 * np.sqrt(D_a) * root_time * erfcinv((1-v) * scale)


def x_right(v):
    scale = erfc(k / (2*np.sqrt(D_b))) / u_b
    return 2 * np.sqrt(D_b) * root_time * erfcinv(v * scale)


boundary = k * root_time
right_area = quad(x_right, 0, u_b)[0]
gap_area = boundary * (u_a-u_b)
left_area = quad(x_left, u_a, 1)[0]
assert abs(right_area + gap_area + left_area) < 1e-5
va, vb, step = 0.85, 0.10, 1e-4
area_a = right_area + gap_area + quad(x_left, u_a, va)[0]
area_b = quad(x_right, 0, vb)[0]
derivative_a = (x_left(va+step) - x_left(va-step)) / (2*step)
derivative_b = (x_right(vb+step) - x_right(vb-step)) / (2*step)
found_a = -derivative_a * area_a / (2*time)
found_b = -derivative_b * area_b / (2*time)
without_gap = -derivative_a * (area_a-gap_area) / (2*time)
assert abs(found_a / D_a - 1) < 1e-5
assert abs(found_b / D_b - 1) < 1e-5
assert abs(without_gap / D_a - 1) > 0.1
print(f"two phases: D_a = {D_a:.6f}, D_b = {D_b:.6f} um^2/s")
print(f"boundary compositions: u_a = {u_a:.2f}, u_b = {u_b:.2f}")
print(f"k = {k:.6f} um/s^0.5; boundary displacement = {boundary:.4f} um")
print(f"areas: right {right_area:.4f}, gap {gap_area:.4f}, "
      f"left {left_area:.4f} um")
print(f"Matano D at u={va:.2f}: {found_a:.6f} um^2/s")
print(f"Matano D at u={vb:.2f}: {found_b:.6f} um^2/s")
print(f"D at u={va:.2f} without gap area: {without_gap:.6f} um^2/s")
print("all tests passed")
```

Output:

```
time = 100 h = 360000 s
D at u=0: 0.00100 um^2/s; exponent = 2.0
D at u=1: 0.00739 um^2/s
cell width = 0.50 um; domain length = 800 um
initial interface = 500.00 um
Matano plane from profile = 500.000 um
u | x-x_M (um) | du/dx (1/um) | area (um) | D Matano | D input (um^2/s)
0.1 | 50.814 | -0.007064 | 6.2126 | 0.001222 | 0.001221
0.3 | 29.705 | -0.010766 | 14.1246 | 0.001822 | 0.001822
0.5 | 10.173 | -0.009280 | 18.1622 | 0.002718 | 0.002718
0.7 | -16.012 | -0.006084 | 17.7628 | 0.004055 | 0.004055
0.9 | -66.371 | -0.002365 | 10.3028 | 0.006049 | 0.006050
D Matano at u=0.5 = 2.7182e-15 m^2/s
largest relative error for 0.02<u<0.98 = 7.68e-05
u | x-x_0 at t/4 (um) | x-x_0 at t (um)
0.1 | 25.407 | 50.814
0.5 | 5.086 | 10.173
0.9 | -33.184 | -66.371
u at plane: 0.58782 at t/4, 0.58783 at t
gain on right = 18.6201 um; loss on left = 18.6201 um
flux at plane = 2.58626e-05 um/s
2 t times flux = 18.6210 um
position of largest flux = 500.00 um
origin error = 5.0 um, at u=0.5:
D from right = 0.002344 um^2/s
D from left = 0.003092 um^2/s
D plane-free = 0.002718 um^2/s
logistic profile: u | D/s^2 | small-u form (dimensionless)
0.0100 | 2.82836 | 2.80259
0.0001 | 5.10566 | 5.10517
logistic D/s^2 at u=0.5 = 1.38629
smeared step: width = 10.0 um, true D = 0.001000 um^2/s
inferred D at u=0.5 = 0.001139 um^2/s; formula = 0.001139 um^2/s
two phases: D_a = 0.004000, D_b = 0.001000 um^2/s
boundary compositions: u_a = 0.70, u_b = 0.20
k = 0.017414 um/s^0.5; boundary displacement = 10.4483 um
areas: right 5.6949, gap 5.2241, left -10.9190 um
Matano D at u=0.85: 0.004000 um^2/s
Matano D at u=0.10: 0.001000 um^2/s
D at u=0.85 without gap area: 0.001806 um^2/s
all tests passed
```
